# Drift resistance and breakdown voltage for a seventh-power avalanche law, part 1

(Sections cited here and not found follow in the second part.)

## The matched drift layer and its five-halves law

A vertical power transistor has to do two opposed things with the same piece of semiconductor. When it is off, a lightly doped layer, the drift layer, must hold the full supply voltage without avalanche. When it is on, the same layer must carry the load current with little voltage drop. A thick layer with few donors blocks well and conducts badly; a thin layer with many donors does the reverse. The question is how steeply the least on-state price rises with the voltage to be blocked, when the layer is uniformly doped and made just thick enough for its own depletion region.

Let the layer be n-type and occupy $0<x<W$. At $x<0$ lies a heavily doped p region, and at $x>W$ a heavily doped n substrate. In the on state of a field-effect transistor, electrons reach the drift layer through a channel and not across the p-n junction. The layer therefore conducts with electrons alone. All quantities depend on $x$ only, so the edges of the chip and the spreading of current below the channel are left out.

The symbols are the elementary charge $q>0$, the donor density $N$, the permittivity $\varepsilon$, the electron mobility $\mu$ and the total junction potential at breakdown $V$. The last includes the built-in potential as well as the applied voltage. The resistance $R$ is resistance times area, in $\Omega\,\mathrm{cm^2}$. Donors are taken as fully ionized, and $\mu$ is taken as independent of doping and field.

**The field in the off state.** Reverse bias removes the mobile electrons from the layer and leaves the positive donor charge density $qN$. The electric field points from the positive donors to the negative acceptors, that is, towards smaller $x$. Write its component as $F_x=-E$, with $E\ge 0$ the magnitude. Gauss's law, $dF_x/dx=qN/\varepsilon$, becomes

$$
\frac{dE}{dx}=-\frac{qN}{\varepsilon}.
$$

The matched design, called non-punch-through, is the one in which the depletion region just reaches the substrate at breakdown. The field is then zero at $x=W$. Integrating from $x$ to $W$ gives

$$
E(x)=\frac{qN}{\varepsilon}(W-x)=E_m\left(1-\frac{x}{W}\right),
\qquad E_m=\frac{qNW}{\varepsilon}.
$$

The field profile is a triangle with its peak $E_m$ at the junction. The potential is the area of that triangle:

$$
V=\int_0^W E\,dx=\frac{E_mW}{2}.
$$

The p side adds a triangle of the same height. If its acceptor density is $N_A$ and its depleted width $x_p$, charge balance requires $N_Ax_p=NW$. Its share of the potential relative to that of the drift layer is therefore $x_p/W=N/N_A$, which is neglected for a heavily doped p region.

**The condition for breakdown.** A carrier moving in a strong field can gain enough energy to create an electron-hole pair. The avalanche coefficient $\alpha$ is the mean number of pairs that one carrier creates per unit length of drift. It is assumed to depend on the local field alone, which requires the field to vary little over the distance in which a carrier gains its ionizing energy. Electrons and holes have coefficients $\alpha_n$ and $\alpha_p$.

Electrons are driven towards larger $x$ and holes towards smaller $x$. Their electric currents have the same direction, with magnitudes $J_n$ and $J_p$. In a steady state, every pair created adds one electron to the electron stream and one hole to the hole stream, each growing along its own direction of motion:

$$
\frac{dJ_n}{dx}=\alpha_nJ_n+\alpha_pJ_p,
\qquad
-\frac{dJ_p}{dx}=\alpha_nJ_n+\alpha_pJ_p.
$$

Subtracting the second equation from the first shows that $J=J_n+J_p$ is independent of $x$. Dividing the first equation by $J$, and writing $y=J_n/J$ for the electron fraction of the current, so that $J_p/J=1-y$, we obtain

$$
\frac{dy}{dx}=(\alpha_n-\alpha_p)\,y+\alpha_p .
$$

Suppose first that the coefficients are equal, $\alpha_n=\alpha_p=\alpha$. The right side is then $\alpha$. Let a small leakage current $J_s$ of electrons enter from the p side at $x=0$, and let no holes enter from the substrate. The boundary values are $y(0)=J_s/J$ and $y(W)=1$, so integration gives

$$
1-\frac{J_s}{J}=\int_0^W\alpha\,dx,
\qquad
J=\frac{J_s}{1-\int_0^W\alpha\,dx}.
$$

The current grows without limit in this steady-state model as the integral approaches one. Breakdown is thus the condition

$$
\int_0^W\alpha\,dx=1.
$$

It says that each carrier pair, on its way out of the layer, creates on average one successor pair. The avalanche then sustains itself without leakage, which in terms of $y$ means $y(0)=0$ together with $y(W)=1$.

Electrons and holes in real semiconductors ionize with different strengths. The same condition can still be used if both coefficients follow the seventh power of the field, $\alpha_n=A_nE^7$ and $\alpha_p=A_pE^7$. Introduce the variable $t(x)=\int_0^xE^7dx'$, for which $dt=E^7dx$. The equation for $y$ loses its dependence on position:

$$
\frac{dy}{dt}=(A_n-A_p)\,y+A_p .
$$

The solution that vanishes at $t=0$ is

$$
y=\frac{A_p}{A_n-A_p}\left[e^{(A_n-A_p)t}-1\right].
$$

Setting $y=1$ at $x=W$ gives $e^{(A_n-A_p)t(W)}=1+(A_n-A_p)/A_p=A_n/A_p$. Taking the logarithm,

$$
t(W)=\frac{\ln(A_n/A_p)}{A_n-A_p}.
$$

This is the equal-coefficient condition $A\,t(W)=1$ with the effective prefactor

$$
A=\frac{A_n-A_p}{\ln(A_n/A_p)},
$$

the logarithmic mean of the two. For $A_n=A_p(1+\delta)$ with small $\delta$ it becomes $A_p\delta/\ln(1+\delta)\to A_p$, as it should. The reduction relies on a ratio $\alpha_n/\alpha_p$ that does not change with field. Real materials meet this only roughly: along the crystal axis of 4H silicon carbide holes ionize far more strongly than electrons, and the ratio changes severalfold between 2 and 3 MV/cm, so a single prefactor is there a fit over a narrow range of fields. From here on, $\alpha=AE^7$ denotes the effective coefficient.

**From the integral to the design.** Insert the triangular field into the breakdown condition and substitute $u=1-x/W$, $dx=-W\,du$:

$$
1=AE_m^7\int_0^W\left(1-\frac{x}{W}\right)^7dx
=AE_m^7W\int_0^1u^7du
=\frac{AE_m^7W}{8}.
$$

The seventh power concentrates ionization near the junction. The part of the integral collected between the junction and $x$ is $1-(1-x/W)^8$, which is already about 90% at $x=W/4$. The rest of the layer holds voltage but contributes little to the avalanche.

The potential relation gives $W=2V/E_m$. With this width the condition $AE_m^7W=8$ turns into $2AVE_m^6=8$, and hence

$$
E_m=\left(\frac{4}{AV}\right)^{1/6}.
$$

The peak field at breakdown, often called the critical field, is therefore not a constant of the material. A layer for a higher voltage is wider, so a carrier has a longer path on which to ionize, and the field must be lower to keep the integral at one. Because of the high power in $\alpha$, the required reduction is slight.

The width follows from $W=2V/E_m$:

$$
W=2V\left(\frac{AV}{4}\right)^{1/6}
=2\left(\frac{A}{4}\right)^{1/6}V^{7/6}.
$$

The doping follows from $E_m=qNW/\varepsilon$, again with $W=2V/E_m$:

$$
N=\frac{\varepsilon E_m}{qW}=\frac{\varepsilon E_m^2}{2qV}
=\frac{\varepsilon}{2q}\left(\frac{4}{A}\right)^{1/3}V^{-4/3}.
$$

The last power is the sum of $-1$ from the explicit $V$ and $-1/3$ from $E_m^2$.

**The on-state resistance.** When the transistor is on, the layer is taken as neutral over its whole width, with electron density $N$. The thin region that the built-in potential keeps depleted beside the p region is left out. At low field the conductivity is $q\mu N$, and a layer of thickness $W$ has the resistance times area

$$
R=\frac{W}{q\mu N}.
$$

The doping relation gives $qN=\varepsilon E_m^2/(2V)$. Using it, and then $W=2V/E_m$,

$$
R=\frac{2VW}{\mu\varepsilon E_m^2}=\frac{4V^2}{\varepsilon\mu E_m^3}.
$$

This form uses electrostatics and Ohm's law but no avalanche law. The avalanche law enters through the peak field: $E_m^3=(4/AV)^{1/2}=2/(AV)^{1/2}$. Therefore

$$
R=\frac{4V^2}{\varepsilon\mu}\,\frac{(AV)^{1/2}}{2}
=\frac{2A^{1/2}}{\varepsilon\mu}\,V^{5/2}.
$$

The five-halves power is the sum of two penalties. A higher rating needs a wider layer, $W\propto V^{7/6}$, and fewer donors, $1/N\propto V^{4/3}$; and $7/6+4/3=5/2$. With a fixed critical field the two powers would each be one, and the resistance would rise as $V^2$. The additional half power comes from the slow fall of $E_m$, which enters as $E_m^{-3}$.

The units confirm the result. Since $\alpha$ is an inverse length, $A$ has the unit $\mathrm{cm^6/V^7}$, and $A^{1/2}V^{5/2}$ has the unit $\mathrm{cm^3/V}$. The product $\varepsilon\mu$ has the unit $\mathrm{F\,cm/(V\,s)}$. Their quotient is $\mathrm{cm^2\,s/F}=\Omega\,\mathrm{cm^2}$.

**A 1200 V layer.** Take $A=4.0\times10^{-42}\ \mathrm{cm^6/V^7}$, relative permittivity 9.7 and $\mu=800\ \mathrm{cm^2/Vs}$. These are rough typical parameters for the 4H form of silicon carbide. The permittivity is $\varepsilon=8.589\times10^{-13}\ \mathrm{F/cm}$. The peak field and width are

$$
E_m=\left(\frac{4}{4.0\times10^{-42}\times1200}\right)^{1/6}\mathrm{V/cm}
=3.07\ \mathrm{MV/cm},
$$

$$
W=\frac{2\times1200\ \mathrm V}{3.068\times10^6\ \mathrm{V/cm}}
=7.82\ \mathrm{\mu m}.
$$

With $q=1.602\times10^{-19}\ \mathrm C$ the doping is

$$
N=\frac{8.589\times10^{-13}\times(3.068\times10^6)^2}
{2\times1.602\times10^{-19}\times1200}\ \mathrm{cm^{-3}}
=2.10\times10^{16}\ \mathrm{cm^{-3}},
$$

and the resistance is

$$
R=\frac{2\times(4.0\times10^{-42})^{1/2}\times1200^{5/2}}
{8.589\times10^{-13}\times800}\ \Omega\,\mathrm{cm^2}
=0.290\ \mathrm{m\Omega\,cm^2}.
$$

Holding $A$, $\varepsilon$ and $\mu$ fixed, the designs for half and twice the voltage are:

| $V$ (V) | $E_m$ (MV/cm) | $W$ (µm) | $N$ (cm⁻³) | $R$ (mΩ cm²) |
|---|---|---|---|---|
| 600 | 3.44 | 3.49 | $5.30\times10^{16}$ | 0.051 |
| 1200 | 3.07 | 7.82 | $2.10\times10^{16}$ | 0.290 |
| 2400 | 2.73 | 17.56 | $8.34\times10^{15}$ | 1.643 |

Each doubling of the voltage lowers the peak field by a factor 0.891 and raises the resistance by a factor 5.66. Carrying the 1200 V critical field over to 2400 V would predict a factor of 4, and a resistance about 29% below that of the design in the table.

Two numerical tests bear on these steps. In the first, the doping was set to the 1200 V value and the breakdown point was found by direct quadrature of the ionization integral; it lay at 1200.0 V, with a resistance of $0.2904\ \mathrm{m\Omega\,cm^2}$. In the second, the equation for $y$ was integrated with unequal prefactors, $A_n=1.023\times10^{-42}$ and $A_p=1.023\times10^{-41}\ \mathrm{cm^6/V^7}$, whose logarithmic mean is $A$. The self-sustained current appeared at a width of $7.824\ \mathrm{\mu m}$, in agreement with the effective-coefficient result.

## Other field laws, thinner layers and real silicon carbide

The first half treated a uniformly doped drift layer of width $W$, donor density $N$, permittivity $\varepsilon$ and constant mobility $\mu$. The field magnitude falls linearly from $E_m$ at the junction to zero at $x=W$, so that $E_m=qNW/\varepsilon$ and $V=E_mW/2$, where $V$ is the total junction potential at breakdown. Breakdown occurs when $\int_0^W\alpha\,dx=1$. Electrostatics and Ohm's law give the resistance times area $R=W/(q\mu N)=4V^2/(\varepsilon\mu E_m^3)$. For $\alpha=AE^7$ the peak field is $E_m=(4/AV)^{1/6}$, and

$$
R=\frac{2A^{1/2}}{\varepsilon\mu}V^{5/2}.
$$

The example has $V=1200$ V, $E_m=3.07$ MV/cm, $W=7.82\ \mathrm{\mu m}$, $N=2.10\times10^{16}\ \mathrm{cm^{-3}}$ and $R=0.290\ \mathrm{m\Omega\,cm^2}$.

For a matched, uniformly doped drift layer with constant mobility and an avalanche coefficient proportional to $E^7$, the resistance times area rises as $V^{5/2}$. It remains to see how this power changes with other avalanche laws, what a thinner punch-through layer gains, and what corrections real silicon carbide layers bring.

All numerical values are calculated from the stated model.
